# Is a site-local self-energy adequate for polar-optical phonon scattering?: test program

```python
"""Polar-optical phonons in a one-subband wire: local versus non-local self-energy.

Result under test: Sigma_ij is the product of the phonon correlator D_ij and
the electron Green function G_ij. The polar correlator has a 1/distance tail,
so keeping only D_ii loses the directional dependence of scattering and gives
a rate proportional to the mesh spacing.
Symbols: D(x) correlator (eV^2), D(q) its Fourier transform (eV^2 nm),
C polar coupling constant (eV^2 nm), l transverse Gaussian length (nm),
a mesh spacing (nm), N phonon occupation, hv = hbar times velocity (eV nm).
All transport probabilities are of first order in D, for dilute electrons.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import toeplitz
from scipy.special import erfcx, exp1

mass, phonon, kappa_inf, kappa_s = 0.07, 0.035, 11.0, 13.0
l, temperature, a = 3.0, 300.0, 0.5
hb2m = sc.hbar**2 / (2 * mass * sc.m_e) / sc.e * 1e18
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9
C = coulomb * phonon / 2 * (1 / kappa_inf - 1 / kappa_s)
N = 1 / np.expm1(phonon * sc.e / (sc.k * temperature))
hbar_ev = sc.hbar / sc.e


def D_x(x):
    return C / l * np.sqrt(np.pi / 2) * erfcx(np.abs(x) / (np.sqrt(2) * l))


def D_q(q):
    u = np.asarray(q, dtype=float)**2 * l**2 / 2
    small = np.minimum(u, 50.0)
    large = np.maximum(u, 50.0)
    tail = (1 - 1 / large + 2 / large**2 - 6 / large**3) / large
    return C * np.where(u < 50, np.exp(small) * exp1(small), tail)


# Correlator from the 1/r interaction, from 1/q^2, and through Fourier inversion.
for x in (0.0, 2.0, 12.0):
    direct = quad(lambda s: C * s / l**2 * np.exp(-s*s / (2*l*l))
                  / np.hypot(x, s), 0, 12 * l, limit=200)[0]
    assert abs(direct / D_x(x) - 1) < 1e-6
for q in (0.1, 0.5, 1.2):
    direct = quad(lambda Q: 2 * C * Q * np.exp(-Q*Q*l*l / 2)
                  / (Q*Q + q*q), 0, 12 / l, limit=200)[0]
    assert abs(direct / D_q(q) - 1) < 1e-6
x_test = 5.0
low = quad(lambda q: float(D_q(q)) / C * np.cos(q * x_test), 0, 1, limit=200)[0]
high = quad(lambda q: float(D_q(q)) / C, 1, np.inf, weight='cos', wvar=x_test)[0]
assert abs((low + high) * C / np.pi / D_x(x_test) - 1) < 1e-4
assert abs(100 * D_x(100.0) / C - 1) < 2e-3

# Self-energy from the full resolvent of three sites and three phonon modes.
# Each mode starts with one quantum; weak coupling isolates the second order.
sites = 3 * np.arange(3)
hop = hb2m / 9
h = toeplitz([2 * hop, -hop, 0.0])
D_small = 1e-3 * D_x(sites[:, None] - sites[None, :])
M = np.linalg.cholesky(D_small)
X = np.diag(np.sqrt([1.0, 2.0]), 1)
X = X + X.T
number = np.diag([0.0, 1.0, 2.0])
I3 = np.eye(3)


def on_mode(operator, mode):
    parts = [I3, I3, I3]
    parts[mode] = operator
    return np.kron(np.kron(parts[0], parts[1]), parts[2])


H = np.kron(h, np.eye(27))
for mode in range(3):
    H = H + np.kron(I3, phonon * on_mode(number - I3, mode))
    H = H + np.kron(np.diag(M[:, mode]), on_mode(X, mode))
z = 0.06 + 0.05j
start = np.arange(3) * 27 + 13
G_block = np.linalg.inv(z * np.eye(81) - H)[np.ix_(start, start)]
sigma_resolvent = z * I3 - h - np.linalg.inv(G_block)
g_minus = np.linalg.inv((z - phonon) * I3 - h)
g_plus = np.linalg.inv((z + phonon) * I3 - h)
sigma_product = D_small * (2 * g_minus + g_plus)
sigma_error = np.max(np.abs(sigma_resolvent - sigma_product))
sigma_error /= np.max(np.abs(sigma_product))
assert sigma_error < 1e-3
off_ratio = abs(sigma_resolvent[0, 1] / sigma_resolvent[0, 0])
assert off_ratio > 0.05


def wave(E, step):
    t = hb2m / step**2
    ka = np.arccos(1 - E / (2 * t))
    return ka / step, 2 * t * step * np.sin(ka)


def green(E, n, step):
    t = hb2m / step**2
    k, hv = wave(E, step)
    A = np.diag(np.full(n, E - 2 * t, dtype=complex))
    A += np.diag(np.full(n - 1, t), 1) + np.diag(np.full(n - 1, t), -1)
    A[0, 0] += t * np.exp(1j * k * step)
    A[-1, -1] += t * np.exp(1j * k * step)
    return np.linalg.inv(A), hv / step


def propagate(E, n, step):
    G, gamma = green(E, n, step)
    G_final, gamma_final = green(E - phonon, n, step)
    return G[:, 0] * np.sqrt(gamma), G_final, gamma_final


def emission(kernel, state):
    """Probabilities collected right and left, and probability emitted."""
    psi, G, gamma = state
    inflow = (N + 1) * kernel * np.outer(psi, psi.conj())
    right = gamma * (G[-1] @ inflow @ G[-1].conj()).real
    left = gamma * (G[0] @ inflow @ G[0].conj()).real
    spectral = 1j * (G - G.conj().T)
    emitted = (N + 1) * np.sum(np.outer(psi.conj(), psi) * kernel * spectral).real
    return right, left, emitted


def polar_kernel(n, step):
    return toeplitz(D_x(step * np.arange(n)))


# Long wire: full and local kernels against the golden rule.
E, n_long = 0.060, 800
length = n_long * a
K_long = polar_kernel(n_long, a)
local_long = np.diag(np.diag(K_long))
state = propagate(E, n_long, a)
full = emission(K_long, state)
local = emission(local_long, state)
k, hv = wave(E, a)
kf, hvf = wave(E - phonon, a)
Df, Db = float(D_q(k - kf)), float(D_q(k + kf))
golden = (N + 1) * np.array([Df, Db]) / (hv * hvf)
# Tolerance covers end effects of order 1/length and mesh aliasing.
assert np.allclose(np.array(full[:2]) / length, golden, rtol=0.04)
assert np.allclose(np.array(local[:2]) / length,
                   (N + 1) * a * D_x(0) / (hv * hvf), rtol=1e-6)
for result in (full, local):
    assert abs((result[0] + result[1]) / result[2] - 1) < 1e-8
forward = full[0] / (full[0] + full[1])
forward_local = local[0] / (local[0] + local[1])
assert forward > 0.7 and abs(forward_local - 0.5) < 1e-8
loss = 1 - kf / k * (2 * forward - 1)
loss_local = 1 - kf / k * (2 * forward_local - 1)

# Matching factor at two energies, from the open-wire calculation.
E_high = 0.200
state_high = propagate(E_high, n_long, a)
full_high = emission(K_long, state_high)
local_high = emission(local_long, state_high)
match = full[2] / local[2]
match_high = full_high[2] / local_high[2]
kh, _ = wave(E_high, a)
khf, _ = wave(E_high - phonon, a)
match_formula = float(D_q(kh - khf) + D_q(kh + khf)) / (2 * a * D_x(0))
assert abs(match_high / match_formula - 1) < 0.03
assert abs(match_high / match - 1) > 0.1

# Mesh refinement at fixed wire length.
mesh_full, mesh_local = [], []
for step in (0.5, 0.25):
    n = int(round(100 / step))
    K = polar_kernel(n, step)
    s = propagate(E, n, step)
    mesh_full.append(emission(K, s)[2])
    mesh_local.append(emission(np.diag(np.diag(K)), s)[2])
assert abs(mesh_full[1] / mesh_full[0] - 1) < 0.02
assert abs(mesh_local[1] / mesh_local[0] - 0.5) < 0.01

# Tapered finite-range kernels, and positivity after sharp truncation.
distance = a * np.abs(np.subtract.outer(np.arange(n_long), np.arange(n_long)))
ranges = (2.0, 10.0, 30.0, 100.0)
fractions = []
for reach in ranges:
    r = emission(K_long * np.maximum(0, 1 - distance / reach), state)
    fractions.append(r[0] / (r[0] + r[1]))
assert forward - fractions[1] > 0.02
assert abs(forward - fractions[-1]) < 0.03
n_short = 200
K = polar_kernel(n_short, a)
s = propagate(E, n_short, a)
phase = np.outer(s[0], s[0].conj())
d = distance[:n_short, :n_short]
cut = 10.0
eig_full = np.linalg.eigvalsh(K * phase)
eig_sharp = np.linalg.eigvalsh(K * (d <= cut) * phase)
eig_taper = np.linalg.eigvalsh(K * np.maximum(0, 1 - d / cut) * phase)
assert eig_full[0] > -1e-10 * eig_full[-1]
assert eig_taper[0] > -1e-10 * eig_taper[-1]
assert eig_sharp[0] < -1e-3 * eig_sharp[-1]

# Short wire at the same perturbative order.
n_device = 40
K = polar_kernel(n_device, a)
s = propagate(E, n_device, a)
device = emission(K, s)
device_local = emission(np.diag(np.diag(K)), s)

# Squared coupling between the two lowest states of a hard-wall box.
box = 20.0
couplings, local_couplings = [], []
for step in (0.5, 0.25):
    x = np.arange(step, box - step / 2, step)
    overlap = 2 * step / box * np.sin(np.pi*x/box) * np.sin(2*np.pi*x/box)
    K = polar_kernel(len(x), step)
    value = overlap @ K @ overlap
    shifted = overlap @ (K + D_x(0)) @ overlap
    assert abs(shifted / value - 1) < 1e-10
    couplings.append(value)
    local_couplings.append(D_x(0) * np.sum(overlap**2))
x = np.linspace(0, box, 801)
density = 2 / box * np.sin(np.pi*x/box) * np.sin(2*np.pi*x/box)
q = np.linspace(1e-5, 6, 2401)
F = np.exp(-1j * np.outer(q, x)) @ density * (x[1] - x[0])
spectrum = D_q(q) * np.abs(F)**2 / np.pi
momentum_value = np.sum((spectrum[1:] + spectrum[:-1]) / 2) * (q[1] - q[0])
assert abs(couplings[1] / momentum_value - 1) < 0.01
assert abs(local_couplings[1] / local_couplings[0] - 0.5) < 1e-6


def show(label, value, unit='', digits=4):
    print(f'{label}: {value:.{digits}g} {unit}'.rstrip())


show('Effective mass', mass, 'electron masses')
show('Phonon energy', phonon * 1e3, 'meV')
show('High-frequency dielectric constant', kappa_inf)
show('Static dielectric constant', kappa_s)
show('Transverse length l', l, 'nm')
show('Temperature', temperature, 'K')
show('Mesh spacing a', a, 'nm')
show('Phonon occupation N', N)
show('Coupling constant C', C * 1e6, 'meV^2 nm')
for x in (0, 3, 10, 30):
    show(f'Correlator D at {x} nm', D_x(x) * 1e6, 'meV^2')
show('Ratio x D(x)/C at 30 nm', 30 * D_x(30) / C)
show('Resolvent test, relative error of Sigma', sigma_error, digits=2)
show('Resolvent test, |Sigma_12/Sigma_11| at 3 nm spacing', off_ratio)
show('Initial energy', E * 1e3, 'meV')
show('Initial wave number k', k, '1/nm')
show('Final wave number k_final', kf, '1/nm')
show('Initial hbar*v', hv, 'eV nm')
show('Final hbar*v', hvf, 'eV nm')
show('Forward D(q)', Df * 1e6, 'meV^2 nm')
show('Backward D(q)', Db * 1e6, 'meV^2 nm')
show('Local replacement a D(0)', a * D_x(0) * 1e6, 'meV^2 nm')
rate = (N + 1) / (hbar_ev * hvf)
show('Golden-rule forward emission rate', rate * Df, '1/s')
show('Golden-rule backward emission rate', rate * Db, '1/s')
show('Golden-rule forward coefficient', golden[0], '1/nm')
show('Golden-rule backward coefficient', golden[1], '1/nm')
show('400 nm wire, full forward coefficient', full[0] / length, '1/nm')
show('400 nm wire, full backward coefficient', full[1] / length, '1/nm')
show('400 nm wire, local coefficient each way', local[0] / length, '1/nm')
show('Forward fraction, full', forward)
show('Forward fraction, local', forward_local)
show('Momentum loss per emission / initial momentum, full', loss)
show('Momentum loss per emission / initial momentum, local', loss_local)
show('Momentum-relaxation overestimate after rate matching', loss_local / loss)
show('Matching factor at 60 meV', match)
show('Matching factor at 200 meV', match_high)
show('Full emission ratio, mesh 0.25/0.5 nm', mesh_full[1] / mesh_full[0])
show('Local emission ratio, mesh 0.25/0.5 nm', mesh_local[1] / mesh_local[0])
for reach, fraction in zip(ranges, fractions):
    show(f'Forward fraction, taper range {reach:g} nm', fraction)
show('Sharp 10 nm cut, lowest/highest eigenvalue', eig_sharp[0] / eig_sharp[-1])
show('20 nm wire, full forward probability', device[0])
show('20 nm wire, full backward probability', device[1])
show('20 nm wire, local forward probability', device_local[0])
show('20 nm wire, local backward probability', device_local[1])
show('20 nm box, full squared coupling, a=0.5 nm', couplings[0] * 1e6, 'meV^2')
show('20 nm box, full squared coupling, a=0.25 nm', couplings[1] * 1e6, 'meV^2')
show('20 nm box, momentum-integral coupling', momentum_value * 1e6, 'meV^2')
show('20 nm box, local coupling, a=0.5 nm', local_couplings[0] * 1e6, 'meV^2')
show('20 nm box, local coupling, a=0.25 nm', local_couplings[1] * 1e6, 'meV^2')
print('ALL CHECKS PASSED')
```

Output:

```
Effective mass: 0.07 electron masses
Phonon energy: 35 meV
High-frequency dielectric constant: 11
Static dielectric constant: 13
Transverse length l: 3 nm
Temperature: 300 K
Mesh spacing a: 0.5 nm
Phonon occupation N: 0.3481
Coupling constant C: 352.4 meV^2 nm
Correlator D at 0 nm: 147.2 meV^2
Correlator D at 3 nm: 77.03 meV^2
Correlator D at 10 nm: 32.68 meV^2
Correlator D at 30 nm: 11.63 meV^2
Ratio x D(x)/C at 30 nm: 0.9903
Resolvent test, relative error of Sigma: 3.7e-05
Resolvent test, |Sigma_12/Sigma_11| at 3 nm spacing: 0.276
Initial energy: 60 meV
Initial wave number k: 0.3324 1/nm
Final wave number k_final: 0.2144 1/nm
Initial hbar*v: 0.3602 eV nm
Final hbar*v: 0.233 eV nm
Forward D(q): 846.1 meV^2 nm
Backward D(q): 170.9 meV^2 nm
Local replacement a D(0): 73.62 meV^2 nm
Golden-rule forward emission rate: 7.438e+12 1/s
Golden-rule backward emission rate: 1.503e+12 1/s
Golden-rule forward coefficient: 0.01359 1/nm
Golden-rule backward coefficient: 0.002746 1/nm
400 nm wire, full forward coefficient: 0.0137 1/nm
400 nm wire, full backward coefficient: 0.002794 1/nm
400 nm wire, local coefficient each way: 0.001183 1/nm
Forward fraction, full: 0.8306
Forward fraction, local: 0.5
Momentum loss per emission / initial momentum, full: 0.5735
Momentum loss per emission / initial momentum, local: 1
Momentum-relaxation overestimate after rate matching: 1.744
Matching factor at 60 meV: 6.97
Matching factor at 200 meV: 9.377
Full emission ratio, mesh 0.25/0.5 nm: 0.9952
Local emission ratio, mesh 0.25/0.5 nm: 0.4982
Forward fraction, taper range 2 nm: 0.5197
Forward fraction, taper range 10 nm: 0.7774
Forward fraction, taper range 30 nm: 0.8303
Forward fraction, taper range 100 nm: 0.8284
Sharp 10 nm cut, lowest/highest eigenvalue: -0.009178
20 nm wire, full forward probability: 0.3077
20 nm wire, full backward probability: 0.0646
20 nm wire, local forward probability: 0.02366
20 nm wire, local backward probability: 0.02366
20 nm box, full squared coupling, a=0.5 nm: 19.87 meV^2
20 nm box, full squared coupling, a=0.25 nm: 19.81 meV^2
20 nm box, momentum-integral coupling: 19.79 meV^2
20 nm box, local coupling, a=0.5 nm: 3.681 meV^2
20 nm box, local coupling, a=0.25 nm: 1.84 meV^2
ALL CHECKS PASSED
```
